# Löwdin transfer integrals and the failure of half the dimer splitting: test program

```python
"""
Result under test: two real normalized orbitals with overlap S, site energies
e1, e2 and raw coupling J have, after Loewdin (symmetric) orthogonalization,
    t = [J - S (e1 + e2)/2] / (1 - S^2),
and half the splitting of their two levels is sqrt(t^2 + (eps1 - eps2)^2/4),
where eps1, eps2 are the orthogonalized site energies. Hence half the
splitting equals |t| only for equal site energies.
The formulas are tested on random matrices and on pairs of water molecules
(restricted Hartree-Fock). Energies in eV, lengths in angstrom.
"""
import numpy as np
from scipy import constants, linalg
from pyscf import gto, scf, lib

lib.num_threads(1)
HARTREE = constants.value("Hartree energy in eV")


def transfer(e1, e2, J, S):
    return (J - S * (e1 + e2) / 2) / (1 - S**2)


def site_energies(e1, e2, J, S):
    mean = ((e1 + e2) / 2 - J * S) / (1 - S**2)
    half_gap = (e1 - e2) / (2 * np.sqrt(1 - S**2))
    return mean + half_gap, mean - half_gap


def loewdin(H, overlap):
    """Numerical route: matrix square root, inverse, transformation."""
    X = np.linalg.inv(np.real(linalg.sqrtm(overlap)))
    return X @ H @ X, X


# ---------- general tests on random two-orbital problems ----------
rng = np.random.default_rng(7)
worst = 0.0
for trial in range(200):
    e1, e2, J = rng.uniform(-3, 3, 3)
    S = rng.uniform(-0.7, 0.7)
    H = np.array([[e1, J], [J, e2]])
    O = np.array([[1, S], [S, 1]])
    H_orth, X = loewdin(H, O)
    t = transfer(e1, e2, J, S)
    eps1, eps2 = site_energies(e1, e2, J, S)
    levels = linalg.eigh(H, O, eigvals_only=True)
    split = levels[1] - levels[0]
    errors = [H_orth[0, 1] - t, H_orth[0, 0] - eps1, H_orth[1, 1] - eps2,
              split / 2 - np.sqrt(t**2 + (eps1 - eps2)**2 / 4)]
    # moving the zero of energy must leave the coupling unchanged
    errors.append(loewdin(H + 5.0 * O, O)[0][0, 1] - t)
    # Gram-Schmidt starting from orbital 1, through a Cholesky factor
    G = np.linalg.inv(np.linalg.cholesky(O))
    errors.append((G @ H @ G.T)[0, 1] - (J - S * e1) / np.sqrt(1 - S**2))
    worst = max(worst, np.max(np.abs(errors)))
    # equal site energies: half the splitting is the coupling
    equal = linalg.eigh(np.array([[e1, J], [J, e1]]), O, eigvals_only=True)
    assert abs((equal[1] - equal[0]) / 2 - abs(transfer(e1, e1, J, S))) < 1e-9
    # the Loewdin basis changes the orbitals least among orthonormal bases
    best = np.trace((X - np.eye(2)).T @ O @ (X - np.eye(2)))
    for angle in np.linspace(0, 2 * np.pi, 25):
        c, s = np.cos(angle), np.sin(angle)
        for R in (np.array([[c, -s], [s, c]]), np.array([[c, s], [s, -c]])):
            D = X @ R - np.eye(2)
            assert np.trace(D.T @ O @ D) >= best - 1e-10
assert worst < 1e-9

# ---------- water molecules ----------
OH, HOH = 0.96, np.radians(104.5)
R_BOND, R_STACK = 2.9, 3.5


def hydrogen_bonded(distance, twist_degrees):
    """Donor in the xy plane; acceptor turned about the O-O line (x axis)."""
    tw = np.radians(twist_degrees)
    donor = [("O", (0, 0, 0)), ("H", (OH, 0, 0)),
             ("H", (OH * np.cos(HOH), OH * np.sin(HOH), 0))]
    acceptor = [("O", (distance, 0, 0))]
    for sign in (1, -1):
        w = sign * OH * np.sin(HOH / 2)
        acceptor.append(("H", (distance + OH * np.cos(HOH / 2),
                               w * np.cos(tw), w * np.sin(tw))))
    return donor, acceptor


def cofacial(distance):
    """Two parallel molecules, one straight above the other."""
    def layer(z):
        x, y = OH * np.cos(HOH / 2), OH * np.sin(HOH / 2)
        return [("O", (0, 0, z)), ("H", (x, y, z)), ("H", (x, -y, z))]
    return layer(0.0), layer(distance)


def solve(atoms, basis, fitted=True):
    mol = gto.M(atom=atoms, basis=basis, unit="Angstrom", verbose=0)
    mf = scf.RHF(mol)
    if fitted:
        mf = mf.density_fit()
    mf.conv_tol = 1e-10
    mf.kernel()
    assert mf.converged
    return mol, mf


def analyse(pair, basis="aug-cc-pvdz", fitted=True):
    first, second = pair
    molA, mfA = solve(first, basis, fitted)
    molB, mfB = solve(second, basis, fitted)
    mol, mf = solve(first + second, basis, fitted)
    nA, n = molA.nao, mol.nao
    phi = np.zeros((n, 2))
    phi[:nA, 0] = mfA.mo_coeff[:, molA.nelectron // 2 - 1]
    phi[nA:, 1] = mfB.mo_coeff[:, molB.nelectron // 2 - 1]
    ao_overlap = mf.get_ovlp()
    if phi[:, 0] @ ao_overlap @ phi[:, 1] < 0:
        phi[:, 1] *= -1
    O = phi.T @ ao_overlap @ phi
    H = phi.T @ mf.get_fock() @ phi * HARTREE
    r = dict(e1=H[0, 0], e2=H[1, 1], J=H[0, 1], S=O[0, 1], nao=n)
    args = (r["e1"], r["e2"], r["J"], r["S"])
    r["t"] = transfer(*args)
    r["eps1"], r["eps2"] = site_energies(*args)
    H_orth, X = loewdin(H, O)
    assert abs(H_orth[0, 1] - r["t"]) < 1e-7
    two = linalg.eigh(H, O, eigvals_only=True)
    r["half2"] = (two[1] - two[0]) / 2
    inverted = r["half2"]**2 - (r["eps1"] - r["eps2"])**2 / 4
    assert abs(inverted - r["t"]**2) < 1e-7
    G = np.linalg.inv(np.linalg.cholesky(O))
    r["t_gs"] = (G @ H @ G.T)[0, 1]
    # full dimer levels that carry most of the two fragment orbitals
    nocc = mol.nelectron // 2
    P = (phi @ X).T @ ao_overlap @ mf.mo_coeff[:, :nocc]
    weight = np.sum(P**2, axis=0)
    chosen = np.sort(np.argsort(weight)[-2:])
    E = mf.mo_energy[chosen] * HARTREE
    r["weight"] = weight[chosen].min()
    r["below_homo"] = [int(nocc - 1 - k) for k in chosen]
    r["E"] = E
    r["half_full"] = (E[1] - E[0]) / 2
    u, _, vt = np.linalg.svd(P[:, chosen])
    U = u @ vt
    r["t_eff"] = (U @ np.diag(E) @ U.T)[0, 1]
    # electrostatic shift of each orbital by the frozen isolated partner
    density = np.zeros((2, n, n))
    density[0, nA:, nA:] = mfB.make_rdm1()
    density[1, :nA, :nA] = mfA.make_rdm1()
    coulomb = mf.get_jk(mol, density)[0]
    shifts = []
    for k, partner in enumerate((range(3, 6), range(0, 3))):
        v = coulomb[k].copy()
        for atom in partner:
            with mol.with_rinv_origin(mol.atom_coord(atom)):
                v -= mol.atom_charge(atom) * mol.intor("int1e_rinv")
        shifts.append(phi[:, k] @ v @ phi[:, k] * HARTREE)
    r["shift1"], r["shift2"] = shifts
    r["free"] = mfA.mo_energy[molA.nelectron // 2 - 1] * HARTREE
    r["E_free"] = mfA.e_tot * HARTREE
    return r


stack = analyse(cofacial(R_STACK))
flat = analyse(hydrogen_bonded(R_BOND, 0))
turned = analyse(hydrogen_bonded(R_BOND, 90))
longer = analyse(hydrogen_bonded(R_BOND + 0.1, 0))
unfitted = analyse(hydrogen_bonded(R_BOND, 0), fitted=False)
large = analyse(hydrogen_bonded(R_BOND, 0), basis="aug-cc-pvtz")

# equivalent pair: half the splitting gives the coupling
assert abs(stack["e1"] - stack["e2"]) < 1e-4
assert abs(stack["half2"] - abs(stack["t"])) < 1e-4
assert abs(stack["half_full"] - abs(stack["t"])) < 0.3 * abs(stack["t"])
# inequivalent pairs: it does not, even where symmetry forbids any coupling
assert flat["half_full"] > 2 * abs(flat["t"])
assert abs(turned["t"]) < 1e-4 and turned["half_full"] > 0.1
# the partner's electrostatic potential accounts for most of the site gap
gap = flat["e1"] - flat["e2"]
electrostatic_gap = flat["shift1"] - flat["shift2"]
assert 0.5 < electrostatic_gap / gap < 1.5
# the chosen dimer levels really are built from the two fragment orbitals
assert min(stack["weight"], flat["weight"], turned["weight"]) > 0.8
# numerical quality of the coupling
assert abs(unfitted["t"] - flat["t"]) < 1e-3
assert abs(large["t"] - flat["t"]) < 0.2 * abs(flat["t"])

# orbital relaxation when one isolated molecule is ionized
cation = gto.M(atom=hydrogen_bonded(R_BOND, 0)[0], basis="aug-cc-pvdz",
               charge=1, spin=1, verbose=0)
ion = scf.UHF(cation).density_fit()
ion.conv_tol = 1e-10
ion.kernel()
assert ion.converged
delta_scf = ion.e_tot * HARTREE - flat["E_free"]
assert delta_scf < -flat["free"]

print(f"random-matrix tests, largest error: {worst:.1e}")
print(f"O-H {OH:.2f} angstrom, H-O-H {np.degrees(HOH):.1f} degrees")
print(f"O-O: bonded {R_BOND:.1f}, cofacial {R_STACK:.1f} angstrom")
print(f"isolated molecule HOMO: {flat['free']:.3f} eV")
for name, r in (("cofacial", stack), ("coplanar", flat), ("turned", turned)):
    print(f"[{name}] e1, e2: {r['e1']:.4f}, {r['e2']:.4f} eV")
    print(f"  S: {abs(r['S']):.5f}   J: {r['J']:.4f} eV")
    print(f"  Loewdin t: {r['t']:.4f} eV")
    print(f"  eps1 - eps2: {r['eps1'] - r['eps2']:.4f} eV")
    print(f"  half splitting, two-state: {r['half2']:.4f} eV")
    print(f"  full dimer levels: {r['E'][0]:.4f}, {r['E'][1]:.4f} eV")
    print(f"  places below HOMO: {r['below_homo']}")
    print(f"  half splitting, full dimer: {r['half_full']:.4f} eV")
    print(f"  smallest weight in fragment pair: {r['weight']:.4f}")
    print(f"  effective t from full levels: {r['t_eff']:.4f} eV")
print("coplanar pair, further numbers:")
print(f"  S(e1+e2)/2: {flat['S'] * (flat['e1'] + flat['e2']) / 2:.4f} eV")
print(f"  Gram-Schmidt coupling from donor: {flat['t_gs']:.4f} eV")
print(f"  half splitting / |t|: {flat['half2'] / abs(flat['t']):.2f}")
print(f"  t^2 overestimate: {(flat['half2'] / flat['t'])**2:.1f} times")
print(f"  electrostatic shifts: donor {flat['shift1']:.3f},"
      f" acceptor {flat['shift2']:.3f} eV")
print(f"  electrostatic gap / (e1-e2): {electrostatic_gap / gap:.3f}")
print(f"  t at O-O {R_BOND + 0.1:.1f} angstrom: {longer['t']:.4f} eV")
print(f"  basis functions: {flat['nao']} and {large['nao']}")
print(f"  t in aug-cc-pVTZ: {large['t']:.4f} eV,"
      f" shift {1000 * (large['t'] - flat['t']):.2f} meV")
print(f"  e1-e2 shift, larger basis:"
      f" {1000 * (large['e1'] - large['e2'] - gap):.2f} meV")
print(f"  t shift, exact integrals:"
      f" {1000 * (unfitted['t'] - flat['t']):.4f} meV")
print(f"ionization, frozen orbitals: {-flat['free']:.3f} eV")
print(f"ionization, relaxed orbitals: {delta_scf:.3f} eV")
print(f"orbital relaxation: {-flat['free'] - delta_scf:.3f} eV")
print("done: every assertion held")
```

It prints:

```
random-matrix tests, largest error: 5.8e-15
O-H 0.96 angstrom, H-O-H 104.5 degrees
O-O: bonded 2.9, cofacial 3.5 angstrom
isolated molecule HOMO: -13.856 eV
[cofacial] e1, e2: -13.7254, -13.7254 eV
  S: 0.02777   J: -0.5817 eV
  Loewdin t: -0.2007 eV
  eps1 - eps2: 0.0000 eV
  half splitting, two-state: 0.2007 eV
  full dimer levels: -13.9179, -13.5144 eV
  places below HOMO: [1, 0]
  half splitting, full dimer: 0.2018 eV
  smallest weight in fragment pair: 0.9996
  effective t from full levels: -0.2018 eV
[coplanar] e1, e2: -12.9632, -14.6002 eV
  S: 0.01807   J: -0.3765 eV
  Loewdin t: -0.1275 eV
  eps1 - eps2: 1.6372 eV
  half splitting, two-state: 0.8285 eV
  full dimer levels: -14.6101, -12.9526 eV
  places below HOMO: [1, 0]
  half splitting, full dimer: 0.8287 eV
  smallest weight in fragment pair: 0.9999
  effective t from full levels: -0.1272 eV
[turned] e1, e2: -12.9662, -14.6056 eV
  S: 0.00000   J: -0.0000 eV
  Loewdin t: -0.0000 eV
  eps1 - eps2: 1.6394 eV
  half splitting, two-state: 0.8197 eV
  full dimer levels: -14.5854, -12.9658 eV
  places below HOMO: [1, 0]
  half splitting, full dimer: 0.8098 eV
  smallest weight in fragment pair: 0.9410
  effective t from full levels: 0.0000 eV
coplanar pair, further numbers:
  S(e1+e2)/2: -0.2490 eV
  Gram-Schmidt coupling from donor: -0.1423 eV
  half splitting / |t|: 6.50
  t^2 overestimate: 42.2 times
  electrostatic shifts: donor 0.644, acceptor -0.701 eV
  electrostatic gap / (e1-e2): 0.821
  t at O-O 3.0 angstrom: -0.1041 eV
  basis functions: 82 and 184
  t in aug-cc-pVTZ: -0.1266 eV, shift 0.96 meV
  e1-e2 shift, larger basis: 7.39 meV
  t shift, exact integrals: -0.0030 meV
ionization, frozen orbitals: 13.856 eV
ionization, relaxed orbitals: 11.014 eV
orbital relaxation: 2.843 eV
done: every assertion held
```
